# Why the Casimir mean free path of a diffuse circular wire is its diameter

## A point on the axis

Consider a long circular wire of radius $R$ and diameter $D=2R$, with its axis along $z$. Phonons fly straight between wall encounters and are not scattered inside. At the wall they lose all memory of their direction: they leave with the isotropic distribution belonging to the wall temperature at that place. The temperature gradient $T'=dT/dz$ is small and steady.

Take first a point on the axis. A phonon passing it at angle $\theta$ to $+z$ last touched the wall a distance $s$ back along its path. Seen in the cross-section, that wall point is a distance $R$ away in every direction, so $s\sin\theta=R$. The phonon carries the temperature of its starting height,

$$T(z-s\cos\theta)=T(z)-T's\cos\theta .$$

Consider one branch with isotropic dispersion, speed $v$ and heat capacity per volume $C$. A temperature change $\delta T$ changes its energy density per solid angle by $C\,\delta T/4\pi$. Multiplying by the axial velocity $v\cos\theta$ and integrating gives the heat flux. The common term $T(z)$ cancels between opposite directions, leaving

$$q=-\frac{Cv}{4\pi}T'\int s\cos^2\theta\,d\Omega .$$

Define a local effective mean free path by $q=-\tfrac13Cv\Lambda T'$. Comparison gives

$$\Lambda=\frac{3}{4\pi}\int s\cos^2\theta\,d\Omega. \tag{1}$$

On the axis, $d\Omega=\sin\theta\,d\theta\,d\phi$ cancels the $\sin\theta$ in $s=R/\sin\theta$:

$$\Lambda(0)=\frac{3R}{4\pi}\,(2\pi)\int_0^\pi\cos^2\theta\,d\theta
=\frac{3R}{4\pi}(2\pi)\frac{\pi}{2}=\frac{3\pi R}{4}\approx1.178D .$$

This exceeds $D$, although the wall is only $D/2$ away sideways, because phonons flying nearly along the wire have long paths. Off the axis the value must fall if the section average is to be $D$.

## First derivation: temperatures carried from the wall

### Is a linear wall temperature consistent?

The wall neither stores nor supplies heat, so incoming and outgoing energy must balance at each point. If $\alpha$ is the angle between a ray and the wall normal, the incoming flux differs from the emitted flux by an amount proportional to

$$-T'\int s\cos\theta\cos\alpha\,d\Omega .$$

Replacing $\theta$ by $\pi-\theta$ leaves $s$, $\cos\alpha$ and $d\Omega$ unchanged but reverses $\cos\theta$. The integral is therefore zero. It also converges: near the axial directions $s$ grows as $1/\sin\theta$, but $\cos\alpha$ is proportional to $\sin\theta$.

The balance holds separately for each branch and frequency. It is thus immaterial here whether the wall redistributes energy among frequencies or merely randomizes directions.

### The local value

Let $\ell$ be the cross-sectional projection of $s$, so $s=\ell/\sin\theta$. The axial-angle integral in equation (1) is again $\pi/2$, and

$$\Lambda(r)=\frac{3}{4\pi}\frac{\pi}{2}\int_0^{2\pi}\ell\,d\phi
=\frac38\int_0^{2\pi}\ell(r,\phi)\,d\phi. \tag{2}$$

Let $\phi$ be the angle between the position vector and the backward direction. The starting point lies on the circle, hence

$$r^2+\ell^2+2r\ell\cos\phi=R^2,$$

whose positive root is

$$\ell=-r\cos\phi+\sqrt{R^2-r^2\sin^2\phi}.$$

The cosine integrates to zero. The root repeats in each quadrant, so

$$\Lambda(r)=\frac{3R}{2}E(r/R),\qquad
E(m)=\int_0^{\pi/2}\sqrt{1-m^2\sin^2\phi}\,d\phi .$$

Since $E(0)=\pi/2$, the axial result returns. At the wall $E(1)=1$ and $\Lambda=3R/2=0.75D$. There, half of the backward directions meet the wall at once and contribute no path. The heat flux is thus larger in the middle than at the edge, even though the temperature is uniform across each section.

### The section average

Averaging equation (2) over the area $A$ is easiest with the direction held fixed. Divide the section into parallel chords at distance $y$ from the centre, each of length

$$h(y)=2\sqrt{R^2-y^2}.$$

Along one chord, the backward distance runs from zero to $h$. Its integral is $\int_0^h\ell\,d\ell=h^2/2$. Therefore

$$\int\ell\,dA=\int_{-R}^{R}\frac{h^2}{2}\,dy
=2\int_{-R}^{R}(R^2-y^2)\,dy
=2\left(2R^3-\frac{2R^3}{3}\right)=\frac{8R^3}{3}.$$

All directions give the same value in a circle. The angular integral supplies $2\pi$, and division by $A=\pi R^2$ gives

$$\Lambda=\frac38\,\frac{2\pi}{\pi R^2}\,\frac{8R^3}{3}
=\frac38\,\frac{16R}{3}=2R=D. \tag{3}$$

The speed and frequency have dropped out. For several branches, the section-averaged conductivity is therefore

$$\kappa=\frac D3\sum_j C_jv_j. \tag{4}$$

## Second derivation: a random walk along the wire

Now follow one phonon from wall hit to wall hit, without a temperature gradient. Suppose for the moment that its speed is unchanged by the wall. An isotropic distribution sends phonons through a surface at a rate proportional to $\cos\alpha$, so this is the distribution of departure directions.

Let $\beta$ be the in-plane angle from the inward normal, with $-\pi/2<\beta<\pi/2$. Then $\cos\alpha=\sin\theta\cos\beta$. The integral of $\cos\alpha$ over the inward hemisphere is $\pi$, so the normalized probability is

$$dP=\frac1\pi\sin^2\theta\cos\beta\,d\theta\,d\beta .$$

The projected chord has length $D\cos\beta$. The flight length and axial step are

$$s=\frac{D\cos\beta}{\sin\theta},\qquad
\Delta z=s\cos\theta=D\cos\beta\cot\theta .$$

Their averages are

$$\langle s\rangle=\frac D\pi
\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
\int_0^\pi\sin\theta\,d\theta
=\frac D\pi\,\frac\pi2\,2=D,$$

$$\langle\Delta z^2\rangle=\frac{D^2}{\pi}
\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta
\int_0^\pi\cos^2\theta\,d\theta
=\frac{D^2}{\pi}\,\frac43\,\frac\pi2=\frac{2D^2}{3}.$$

Steps toward $+z$ and $-z$ are equally likely, and each departure is independent of the previous arrival. Hence $\langle\Delta z\rangle=0$, cross terms vanish, and $N$ flights give $\langle z^2\rangle=N\langle\Delta z^2\rangle$. Over a long time $t$, the mean number of flights is $vt/\langle s\rangle$ to leading order.

The unfinished last flight does not spoil this. Near the axis $dP\propto\theta^2d\theta$ and $s\propto1/\theta$, so the flight-length density falls as $s^{-4}$. A flight in progress is found with an extra weight proportional to its length, up to $t$. Its mean square length then grows as $\ln t$, which is negligible beside $t$. The diffusion coefficient is

$$\mathcal D=\lim_{t\to\infty}\frac{\langle z^2\rangle}{2t}
=\frac{v\langle\Delta z^2\rangle}{2\langle s\rangle}
=\frac{v(2D^2/3)}{2D}=\frac{vD}{3}.$$

The energy density has gradient $CT'$, so diffusion carries $q=-\mathcal DCT'$. Thus $\kappa=C\mathcal D=CvD/3$, and again $\Lambda=D$.

## What each derivation assumes

Both need ray-like phonons, fully diffuse walls, an empty interior and a wire long compared with $D$. They use these assumptions differently.

The first derivation assigns a temperature to the wall and must show that a linear profile satisfies energy balance. It gives the flux at each radius. The second needs no imposed profile, but requires successive steps to be uncorrelated and their mean square to be finite. It gives the total transport and no radial detail.

The second derivation also seemed to require a fixed speed. If the wall converts phonons between branches or frequencies, consider energy packets instead. Per unit temperature change, the wall emits energy at the rate $\sum_jC_jv_j/4$ per area. The factor $1/4$ comes from $(1/4\pi)\int\cos\alpha\,d\Omega=1/4$. With perimeter $P$, the stored energy divided by the emission rate gives the mean time between hits,

$$\langle\tau\rangle=\frac{A\sum_jC_j}{(P/4)\sum_jC_jv_j}.$$

The geometry of a step does not depend on speed. Since $P/A=4/D$,

$$\kappa=\Big(\sum_jC_j\Big)\frac{\langle\Delta z^2\rangle}{2\langle\tau\rangle}
=\frac{P}{4A}\,\frac{D^2}{3}\sum_jC_jv_j
=\frac D3\sum_jC_jv_j .$$

Conversion at the wall therefore leaves equation (4) intact.

### A square wire separates two lengths

In the circle, the mean flight $\langle s\rangle$ and the transport length $\Lambda$ are both $D$. These are different averages, as a square of side $w$ shows.

For a fixed in-plane direction at angle $\phi$ to a side, with $0<\phi<\pi/4$, the central chords have length $w/\cos\phi$ over a width $w(\cos\phi-\sin\phi)$. On either side, over a width $w\sin\phi$, the chord length falls linearly to zero. The square of a linear ramp averages to one third, so

$$\int h^2dy=\frac{w^3}{\cos^2\phi}
\left(\cos\phi-\sin\phi+\frac{2\sin\phi}{3}\right)
=w^3\left(\frac1{\cos\phi}-\frac{\sin\phi}{3\cos^2\phi}\right).$$

Equation (2), averaged as before, has prefactor $3/(16A)$ in front of $\int d\phi\int h^2dy$. Eight equal angular sectors and $A=w^2$ give

$$\frac{\Lambda}{w}=\frac32\left[\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}\right]\approx1.115 .$$

The mean flight follows from the same emission law. The measure $\cos\beta\,d\beta$ times wall length counts parallel chords, and their lengths sum to $A$ for each direction. Thus

$$\langle s\rangle=\frac{1}{\pi P}\,(2)(2\pi A)=\frac{4A}{P}=w .$$

The transport length of the square is 11.5% larger than its mean flight. Direct integration over rays also gives 1.1150.

## A finite wire

Place ideal black reservoirs at the ends of a wire of length $L$. Let $W$ be the probability that a phonon entering one end leaves through the other. A temperature difference $\Delta T$ drives the current $(Cv/4)AW\Delta T$. Equating this to $(Cv\Lambda_{\rm app}/3)A\Delta T/L$ defines

$$\Lambda_{\rm app}=\frac{3WL}{4}.$$

Solving the wall energy balance without assuming a linear profile gives $\Lambda_{\rm app}/D=0.82$, $0.95$ and $0.98$ for $L/D=10$, $50$ and $200$. In the longest case, the wall temperature over the middle half departs from a straight line by no more than about $4\times10^{-5}$ of the reservoir difference.

The slow approach has a geometrical origin. In the infinite wire, directions within a small angle $\theta_c$ of either axial direction supply a fraction $2\theta_c/(\pi/2)=4\theta_c/\pi$ of the flux. Paths with $\theta$ below roughly $D/L$ run beyond the ends, which costs a fraction of order $D/L$. Paths at larger angles have length of about $D/\theta$ and are cut short only near an end, over a fraction of about $D/(L\theta)$ of the wire. Summed over angles from $D/L$ upward, these losses add a term of order $(D/L)\ln(L/D)$. The computed deficits, taken before rounding and multiplied by $L/D$, accordingly rise from 1.8 to about 3 over this range; they fall somewhat more slowly than $1/L$.

## A silicon nanowire at 25 K

Take $D=100$ nm, $L=5$ µm and a wall roughness of 3 nm rms. Rough typical silicon sound speeds are 9000 m/s for the longitudinal branch and 5400 m/s for each transverse branch.

For a linear branch the density of modes is $\omega^2/(2\pi^2v^3)$. With $x=\hbar\omega/k_BT$, its thermal energy density is

$$u=\frac{(k_BT)^4}{2\pi^2\hbar^3v^3}
\int_0^\infty\frac{x^3dx}{e^x-1}
=\frac{\pi^2k_B^4T^4}{30\hbar^3v^3},$$

because the integral is $\pi^4/15$. Differentiation gives

$$C_j=\frac{2\pi^2k_B^4T^3}{15\hbar^3v_j^3}.$$

At 25 K this is 873.8 J/(m³ K) for the longitudinal branch and 8091.2 J/(m³ K) for the two transverse branches together. Equation (4) then gives

$$\kappa_{\rm long}=\frac{873.8\times9000\times10^{-7}}{3}
=0.262\ {\rm W/(m\,K)},$$

$$\kappa_{\rm trans}=\frac{8091.2\times5400\times10^{-7}}{3}
=1.456\ {\rm W/(m\,K)}.$$

The total is 1.72 W/(m K). Transverse phonons carry most of the heat because $C_jv_j\propto v_j^{-2}$ and there are two such branches. With $A=7854$ nm² and a difference of 1 K, the long-wire current is

$$Q=\frac{1.719\times7.854\times10^{-15}}{5\times10^{-6}}
=2.70\times10^{-9}\ {\rm W}=2.70\ {\rm nW}.$$

The finite length lowers this to about 2.56 nW. The factor for $L/D=50$ depends slightly on how finely the wall is divided in the calculation; it settles at 0.948.

## Where the result fails

### Interior scattering and specular walls

Let interior collisions randomize direction with free path $b$, and let the wall reflect specularly with probability $p$. In a circle, specular reflection preserves both $\theta$ and the chord length. Denote the full three-dimensional chord by $s_c=h/\sin\theta$ and set $F=e^{-s_c/b}$.

Starting at a wall and looking backward, the mean distance $G$ to the last randomizing event obeys

$$G=b(1-F)+pFG,\qquad G=\frac{b(1-F)}{1-pF}.$$

The first term is the mean path within one chord; the second continues it after a specular reflection. From an interior point, $s$ in equation (1) is replaced by

$$g=b(1-e^{-s/b})+pe^{-s/b}G .$$

For $b\to\infty$ and constant $p<1$, this becomes $g=s+ps_c/(1-p)$. Along a chord $s$ averages to $s_c/2$, so every contribution is multiplied by $1+2p/(1-p)$ and

$$\Lambda=D\,\frac{1+p}{1-p}.$$

For silicon, take the rough interior rate $A_i\omega^4+B\omega^2Te^{-T_0/T}$, with $A_i=1.3\times10^{-45}$ s³, $B=1.5\times10^{-19}$ s/K and $T_0=140$ K. Averaging over the linear-branch heat spectrum, cut off at the wavenumber $(6\pi^2n)^{1/3}$ with $n=5.0\times10^{28}$ atoms per m³, gives $\Lambda/D=0.99$ at 25 K, but about 0.33 at 300 K for the same diameter. That cutoff treats all modes of the crystal, optical ones included, as linear acoustic branches. With one set of acoustic modes per two-atom cell, the 300 K value is 0.42, or 0.39 if the transverse branches also bend as described below. The bulk conductivity helps to choose between these models. With the same scattering rate at 300 K, the two linear-branch models give about 280 and 240 W/(m K), well above the measured value of roughly 150 W/(m K), while the model with bent transverse branches gives about 146 W/(m K). This disfavours the two linear-branch models but does not fix the value at 0.39. That model uses the 4.5 THz sine, which ends after only 38% of the zone volume, and keeps the longitudinal branch straight. If all branches are instead sine-shaped and fill the zone, the bulk value is about 149 W/(m K) and $\Lambda/D$ is 0.44. A value of about 0.4 is all these models support. The diffuse-wall value $\Lambda=D$ is thus no room-temperature estimate for this wire.

A real wall is also smoother for grazing phonons. A rough scalar-wave estimate is $p=\exp(-4k^2\eta^2\cos^2\alpha)$, with wavenumber $k$ and rms roughness $\eta$. Near the axis $1-p\propto\sin^2\theta$, so the specular factor makes the angular integrand grow as $1/\sin^2\theta$. The integral diverges unless another process ends the flights. With $1/L$ added to $1/b$ as a crude end cutoff, this partial specularity raises $\kappa$ by a factor of about 1.3 relative to a diffuse wire with the same cutoff. Halving or doubling the cutoff length changes the factor to about 1.2 or 1.5, so it is only a rough guide. At 25 K, even 3 nm roughness is therefore not fully diffuse in this estimate.

### Crystal directions and dispersion

In a crystal, the group velocity $\mathbf V$ need not follow the wavevector. Let $c$ be the phase speed and $V_\perp$ the speed across the wire. For a fixed direction, the mean projected backward path is $(8R^3/3)/(\pi R^2)=4D/(3\pi)$, and the mean flight time is this length divided by $V_\perp$. At low temperature each wavevector direction has thermal weight $c^{-3}$. Dividing the resulting conductivity by $\frac13\sum C|\mathbf V|$ gives

$$\frac{\Lambda}{D}=\frac4\pi\,
\frac{\langle V_z^2/(V_\perp c^3)\rangle}{\langle|\mathbf V|/c^3\rangle},$$

where the averages cover wavevector directions and branches. In the isotropic case the ratio of averages is $\pi/4$, and $D$ returns.

Only the ratios of the elastic constants matter here, since a common factor scales all speeds alike and cancels. With the rough silicon values $c_{12}/c_{11}=0.39$ and $c_{44}/c_{11}=0.48$, $\Lambda/D$ is about 1.7 for a wire along [001] and about 1.2 along [110]. Both axes have a perpendicular mirror plane, so the earlier wall-balance argument still applies. The excess comes from the factor $1/V_\perp$: the crystal concentrates energy flow near these axes, where paths between walls are long. Around [001] the slow transverse branch fills a cone, and the flux within 10° is almost four times the isotropic value. Near [110] the concentration is weaker, about 1.4 times within 10°, and comes from the fast transverse branch as a fan along the (001) plane. It is not a general tilt toward the axis, because in a cubic crystal the mean squared direction cosine of the energy flow is one third for every axis, as in an isotropic solid. These ratios are for an infinite wire and refer to the crystal's own $\frac D3\sum C|\mathbf V|$, about 1.80 W/(m K) here rather than 1.72. With the crude end cutoff $1/L$ used above, the enhancement over an isotropic wire falls to about 1.6 for [001] and 1.1 for [110]. For [001] this is still the largest correction found here at 25 K.

Bending of the transverse branches has a smaller effect. With a sine-shaped dispersion reaching a rough top frequency of 4.5 THz, $\kappa$ rises by 7% at fixed $\Lambda=D$; with 3.4 THz it falls by 2%. The change is small because two larger ones nearly cancel: at 4.5 THz the heat capacity is about 1.5 times its linear-branch value, but the added modes are slow. The heat capacities listed above are therefore too low for real silicon at 25 K, although the conductivity is much less affected. The transverse wavelength at the peak of the heat spectrum is 2.7 nm, or 2.7% of the diameter, which supports the ray picture for typical thermal phonons.

### Reading the estimate for a real wire

The chosen diameter and roughness are plausible for a rough etched silicon nanowire. The value 1.72 W/(m K) is the isotropic, diffuse-wall result, not a prediction for a particular sample. At 25 K, crystal direction and grazing reflection can each move it by tens of percent; at 300 K, interior scattering cuts the effective path to roughly 0.3 to 0.45 of $D$, depending on how the phonon spectrum is modelled. These estimates were made separately and should not simply be multiplied. Surface oxide, dopants and imperfect contacts are not included. Measured rough etched silicon wires have been reported with conductivities well below the diffuse-wall value. A smooth cylinder with diffuse or partly specular walls cannot produce that, so $\Lambda=D$ is not a lower bound for real wires.

For thermal design, $\kappa\propto D$ holds at fixed temperature, material and crystal axis when the walls remain diffuse, the thermal phonon wavelength is far below $D$, interior paths greatly exceed $D$, and $L\gg D$. Under those conditions, halving the diameter halves the conductivity. The heat current at fixed length and temperature difference falls by a factor of eight, because the area falls by four as well.

## Calculated quantities

```
Lambda/D, solid-angle integral: 1.00000
Lambda/D, wall-to-wall random walk: 1.00000
local Lambda/D on the axis: 1.1781
local Lambda/D at the wall: 0.7500
mean flight / D: 1.00000
mean square axial step / D^2: 0.66667
square wire, Lambda/side: 1.1150
L/D = 10: W = 0.10933, Lambda_app/D = 0.8200
L/D = 50: W = 0.02528, Lambda_app/D = 0.9482
L/D = 200: W = 0.00657, Lambda_app/D = 0.9852
L/D = 200, middle half, max deviation from line: 3.7e-05
diameter: 100 nm
length: 5 um
rms roughness: 3 nm
temperature: 25 K
longitudinal speed (rough): 9000 m/s
transverse speed (rough): 5400 m/s
heat capacity, longitudinal: 873.8 J/(m^3 K)
heat capacity, two transverse: 8091.2 J/(m^3 K)
kappa, longitudinal: 0.2622 W/(m K)
kappa, two transverse: 1.4564 W/(m K)
kappa, total at Lambda = D: 1.7186 W/(m K)
cross-section: 7854 nm^2
heat current for 1 K, long-wire law: 2.700 nW
finite length, transmission W: 0.02531
finite length, kappa factor: 0.9490
finite length, heat current for 1 K: 2.562 nW
point-defect coefficient (rough): 1.3e-45 s^3
anharmonic coefficient (rough): 1.5e-19 s/K
anharmonic temperature T0 (rough): 140 K
atom density for spectral cutoff (rough): 5.0e+28 m^-3
interior scattering at 25 K, Lambda/D: 0.9917
interior scattering at 300 K, Lambda/D: 0.325
grazing specularity, kappa factor (rough): 1.32
transverse top frequency (rough): 4.5 THz
bent transverse branches, kappa factor: 1.070
elastic c11, c12, c44 (rough): 166, 64, 80 GPa
mass density (rough): 2330 kg/m^3
anisotropic crystal, [001] axis, Lambda/D: 1.66
anisotropic crystal, [110] axis, Lambda/D: 1.16
peak of heat spectrum, hbar omega/(kB T): 3.830
transverse wavelength at that peak: 2.71 nm
wavelength / diameter: 0.0271
```
